# Mean Transverse Energy in Field Emission into a Dielectric: a program that tests the result

```python
"""Field emission from a free-electron metal into a dielectric.
Result under test: if ln(transmission) is linear, with slope 1/d, in the
normal energy E - x, the current-weighted mean of x equals d.
E: total energy from the Fermi level (eV); k_t: transverse wave vector;
x = hbar^2 k_t^2 / (2 m_d): transverse energy in the dielectric (eV);
m_d = mass * m_e; phi: barrier (eV); F: field (V/nm); lengths in nm.
The program also tests the limits of the result and sizes neglected effects.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.special import airy, gammainc

C = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18       # hbar^2/(2 m_e), eV nm^2
HBAR = sc.hbar / sc.e                           # eV s
KB = sc.k / sc.e                                # eV/K
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9   # eV nm

phi, mass, field_mv, fermi = 3.0, 0.5, 6.0, 7.0
thickness, eps_optical, eps_static = 20.0, 2.1, 2.7
gap, breakdown_mv, trapped_cm2 = 8.0, 8.0, 1e12
F = 0.1 * field_mv
q = mass / C
d = F / (2 * np.sqrt(q * phi))


def gauss(a, b, n):
    t, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * t + 0.5 * (a + b), 0.5 * (b - a) * w


def sphere(m_rel, width, sea, log_d0=0.0):
    """Sum over the occupied Fermi sphere: moments of x and current (A/cm2)."""
    depth = min(sea, 60 * width * max(1.0, m_rel))
    kf = np.sqrt(sea / C)
    kz, wz = gauss(np.sqrt((sea - depth) / C), kf, 300)
    s, ws = gauss(0.0, 1.0, 300)
    kt_max = np.sqrt(kf**2 - kz**2)
    kt = kt_max[:, None] * s[None, :]
    energy = C * (kz[:, None]**2 + kt**2) - sea
    x = C * kt**2 / m_rel
    speed = 2 * C * kz / HBAR                    # nm/s
    weight = (wz * speed * kt_max)[:, None] * ws[None, :] * kt
    weight = weight * np.exp(log_d0 + (energy - x) / width)
    total = weight.sum()
    current = sc.e * 1e14 * 2 * 2 * np.pi / (2 * np.pi)**3 * total
    return (weight * x).sum() / total, (weight * x**2).sum() / total, current


def emission(log_d, scale, kT=0.0, top=2.25):
    """Mean x, mean E and log of the integral of D f over E and x."""
    if kT == 0:
        energy, we = gauss(-40 * scale, 0.0, 160)
        log_f = np.zeros_like(energy)
    else:
        energy, we = gauss(-40 * scale, top, 500)
        log_f = -np.logaddexp(0.0, energy / kT)
    x, wx = gauss(0.0, 40 * scale, 120)
    logs = log_d(energy[:, None], x[None, :]) + log_f[:, None]
    peak = logs.max()
    weight = np.exp(logs - peak) * we[:, None] * wx[None, :]
    total = weight.sum()
    return ((weight * x[None, :]).sum() / total,
            (weight * energy[:, None]).sum() / total, peak + np.log(total))


theta, w_theta = gauss(0.0, np.pi, 60)


def exponent(height, image):
    """Tunnelling exponent by quadrature for height - F z - image / z."""
    height = np.asarray(height, dtype=float)
    half = np.sqrt(height**2 - 4 * F * image) / (2 * F)
    middle = height / (2 * F)
    result = np.zeros_like(height)
    for angle, w in zip(theta, w_theta):
        z = middle - half * np.cos(angle)
        result = result + w * half**2 * np.sin(angle)**2 * np.sqrt(F / z)
    return 2 * np.sqrt(q) * result


def triangle(energy, x):
    return -4 * np.sqrt(q) * (phi - energy + x)**1.5 / (3 * F)


def linear(energy, x):
    return (energy - x) / d


# Barrier exponent and its e-folding width, from quadrature of the barrier
log_d0 = -2 * phi / (3 * d)
for h in (1.0, phi, 5.0):
    assert abs(exponent(h, 0.0) / -triangle(phi - h, 0.0) - 1) < 1e-7
step = 1e-3
slope = (exponent(phi + step, 0.0) - exponent(phi - step, 0.0)) / (2 * step)
assert abs(slope * d - 1) < 1e-5
assert abs(-exponent(phi, 0.0) / log_d0 - 1) < 1e-7

# Central result, from the occupied Fermi sphere, for three masses
for m_rel in (0.5, 1.0, 1.5):
    mean_x, mean_x2, current = sphere(m_rel, d, fermi, log_d0)
    formula = (sc.e * m_rel * sc.m_e * (d * sc.e)**2 * np.exp(log_d0)
               / (2 * np.pi**2 * sc.hbar**3) * 1e-4)
    assert abs(mean_x / d - 1) < 1e-6
    assert abs(mean_x2 / (2 * d**2) - 1) < 1e-6
    assert abs(current / formula - 1) < 1e-6
mean_x, mean_x2, current = sphere(mass, d, fermi, log_d0)
mean_metal = mass * mean_x

# A shallow Fermi sea breaks the equality in the predicted way
shallow = sphere(1.0, d, 3 * d, 0.0)[0] / d
assert abs(shallow - gammainc(3, 3.0) / gammainc(2, 3.0)) < 1e-6

# Temperature with a linear exponent
kT = KB * 300.0
p = kT / d
cold = emission(linear, d)
warm = emission(linear, d, kT)
assert abs(cold[1] / d + 1) < 1e-6
assert abs(warm[0] / d - 1) < 1e-6
assert abs(warm[1] + np.pi * kT / np.tan(np.pi * p)) < 1e-6
gain = np.exp(warm[2] - cold[2])
assert abs(gain / (np.pi * p / np.sin(np.pi * p)) - 1) < 1e-6


# First curvature correction, on a tall barrier where higher orders are small
def tall(energy, x):
    height = 10 * phi
    return -2 * height / (3 * d) * (1 - (energy - x) / height)**1.5


for thermal, mean_e in ((0.0, cold[1]), (kT, warm[1])):
    shift = emission(tall, d, thermal)[0] / d - 1
    predicted = -(d - mean_e / 2) / (10 * phi)
    assert abs(shift - predicted) < 1.2e-4
curved = emission(triangle, d)
curved300 = emission(triangle, d, kT)
curved378 = emission(triangle, d, KB * 378.0)
first_order = d * (1 - 1.5 * d / phi)

# Image force
image = COULOMB / (4 * eps_optical)
d_image = 2 * step / (exponent(phi + step, image)
                      - exponent(phi - step, image))
with_image = emission(lambda e, x: -exponent(phi - e + x, image), d)
lowering = 2 * np.sqrt(F * image)


# Exact wave matching for the triangular barrier
def log_exact(energy, x):
    alpha = (q * F)**(1 / 3)
    ai, aip, bi, bip = airy(alpha * (phi - energy + x) / F)
    k = np.sqrt((fermi + energy - mass * x) / C)
    psi, dpsi = bi + 1j * ai, -alpha * (bip + 1j * aip)
    incoming = 0.5 * (psi + dpsi / (mass * 1j * k))
    return np.log(alpha / (mass * np.pi * k * np.abs(incoming)**2))


e_test, x_test, far = -0.05, 0.03, 40.0
h_test = phi - e_test + x_test
k_far = np.sqrt(q * (F * far - h_test))
start = [1.0 + 0j, 1j * k_far - q * F / (4 * k_far**2)]
wave = solve_ivp(lambda z, y: [y[1], q * (h_test - F * z) * y[0]],
                 (far, 0.0), start, method="DOP853", rtol=1e-9, atol=1e-10)
psi0, dpsi0 = wave.y[:, -1]
k_metal = np.sqrt((fermi + e_test - mass * x_test) / C)
incoming0 = 0.5 * (psi0 + dpsi0 / (mass * 1j * k_metal))
log_ode = np.log(k_far / (mass * k_metal * abs(incoming0)**2))
assert abs(log_ode - log_exact(e_test, x_test)) < 1e-3
matched = emission(log_exact, d)
assert abs(matched[0] / d - 1) < 0.06


# Two-band dispersion: transmission no longer depends on E - x alone
def two_band(force):
    nodes, weights = gauss(0.0, 1.0, 40)

    def log_d(energy, x):
        end = gap / 2 * (1 - np.sqrt(1 + 4 * x / gap))
        span = phi - energy - end
        total = 0.0
        for s, w in zip(nodes, weights):
            h = end + span * s**2
            inside = np.maximum(h * (1 - h / gap) + x, 0.0)
            total = total + w * 2 * span * s * np.sqrt(inside)
        return -2 * np.sqrt(q) * total / force
    return log_d


d_two = F / (2 * np.sqrt(q * phi * (1 - phi / gap)))
model = two_band(F)
slope_two = (model(step, 0.0) - model(-step, 0.0)) / (2 * step)
assert abs(slope_two * d_two - 1) < 1e-4
ratio_two = (np.sqrt(phi * (1 - phi / gap))
             / (np.sqrt(gap) * np.arcsin(np.sqrt(phi / gap))))
weak = emission(two_band(F / 10), d_two / 10)[0] / (d_two / 10)
# Tolerance covers the remaining curvature of the exponent at weak field
assert abs(weak / ratio_two - 1) < 0.01
full_two = emission(model, d_two)[0]

# Negative charge sheet at mid-film, fixed voltage: Poisson on a grid
n = 200
h_grid = thickness * 1e-9 / n
matrix = (np.diag(-2 * np.ones(n - 1)) + np.diag(np.ones(n - 2), 1)
          + np.diag(np.ones(n - 2), -1))
sheet = sc.e * trapped_cm2 * 1e4 / (eps_static * sc.epsilon_0)
source = np.zeros(n - 1)
source[n // 2 - 1] = sheet * h_grid
drop = abs(np.linalg.solve(matrix, source)[0]) / h_grid
assert abs(drop / (sheet / 2) - 1) < 1e-8
drop_mv = drop * 1e-8

print(f"barrier phi = {phi:.1f} eV")
print(f"dielectric mass = {mass:.1f} m_e")
print(f"field = {field_mv:.1f} MV/cm")
print(f"Fermi energy = {fermi:.1f} eV")
print(f"film thickness = {thickness:.0f} nm")
print(f"hbar^2/(2 m_e) = {C:.5f} eV nm^2")
print(f"decay constant at barrier top side z=0 = {np.sqrt(q*phi):.3f} 1/nm")
print(f"width d = {1e3*d:.2f} meV")
print(f"d/phi = {d/phi:.5f}")
print(f"mean x, Fermi-sphere sum = {1e3*mean_x:.2f} meV")
print(f"mean transverse energy in metal = {1e3*mean_metal:.2f} meV")
print(f"root mean square x = {1e3*np.sqrt(mean_x2):.2f} meV")
print(f"ln D at Fermi level = {log_d0:.2f}")
print(f"D at Fermi level = {np.exp(log_d0):.3e}")
print(f"current density, linear exponent = {current:.3e} A/cm2")
print(f"tunnel length phi/F = {phi/F:.2f} nm")
print(f"log10 exp(-E_F/d) = {-fermi/d/np.log(10):.1f}")
print(f"mean x/d for E_F = 3d, equal masses = {shallow:.4f}")
print(f"kT at 300 K = {1e3*kT:.2f} meV")
print(f"p = kT/d at 300 K = {p:.4f}")
print(f"current gain at 300 K, linear = {gain:.3f}")
print(f"mean E at 0 K, linear = {1e3*cold[1]:.2f} meV")
print(f"mean E at 300 K, linear = {1e3*warm[1]:.2f} meV")
print(f"mean x at 300 K, linear = {1e3*warm[0]:.2f} meV")
print(f"mean x at 0 K, first-order curved = {1e3*first_order:.2f} meV")
print(f"mean x at 0 K, full triangle = {1e3*curved[0]:.2f} meV")
print(f"mean x at 300 K, full triangle = {1e3*curved300[0]:.2f} meV")
print(f"mean x at 378 K, full triangle = {1e3*curved378[0]:.2f} meV")
print(f"current gain 300 K, triangle = {np.exp(curved300[2]-curved[2]):.3f}")
print(f"current gain 378 K, triangle = {np.exp(curved378[2]-curved[2]):.3f}")
print(f"optical permittivity = {eps_optical:.1f}")
print(f"image lowering = {lowering:.3f} eV")
print(f"width d with image = {1e3*d_image:.2f} meV")
print(f"mean x with image, 0 K = {1e3*with_image[0]:.2f} meV")
print(f"current factor from image = {np.exp(with_image[2]-curved[2]):.2f}")
print(f"mean x, exact matching, 0 K = {1e3*matched[0]:.2f} meV")
print(f"current factor, matching = {np.exp(matched[2]-curved[2]):.3f}")
print(f"band gap for two-band test = {gap:.1f} eV")
print(f"two-band width d2 = {1e3*d_two:.2f} meV")
print(f"two-band mean x, 0 K = {1e3*full_two:.2f} meV")
print(f"two-band mean x/d2, full = {full_two/d_two:.4f}")
print(f"two-band mean x/d2, leading order = {ratio_two:.4f}")
print(f"two-band mean x/d2 at field/10 = {weak:.4f}")
print(f"trapped sheet at mid-film = {trapped_cm2:.1e} 1/cm2")
print(f"static permittivity = {eps_static:.1f}")
print(f"cathode field drop from sheet = {drop_mv:.3f} MV/cm")
print(f"relative change of d from sheet = {-drop_mv/field_mv:.4f}")
print(f"rough breakdown field = {breakdown_mv:.1f} MV/cm")
print(f"field/breakdown field = {field_mv/breakdown_mv:.2f}")
print(f"distance d/F after exit = {d/F:.4f} nm")
print("all good")
```

Output:

```
barrier phi = 3.0 eV
dielectric mass = 0.5 m_e
field = 6.0 MV/cm
Fermi energy = 7.0 eV
film thickness = 20 nm
hbar^2/(2 m_e) = 0.03810 eV nm^2
decay constant at barrier top side z=0 = 6.275 1/nm
width d = 47.81 meV
d/phi = 0.01594
mean x, Fermi-sphere sum = 47.81 meV
mean transverse energy in metal = 23.91 meV
root mean square x = 67.62 meV
ln D at Fermi level = -41.83
D at Fermi level = 6.812e-19
current density, linear exponent = 1.260e-11 A/cm2
tunnel length phi/F = 5.00 nm
log10 exp(-E_F/d) = -63.6
mean x/d for E_F = 3d, equal masses = 0.7202
kT at 300 K = 25.85 meV
p = kT/d at 300 K = 0.5407
current gain at 300 K, linear = 1.713
mean E at 0 K, linear = -47.81 meV
mean E at 300 K, linear = 10.44 meV
mean x at 300 K, linear = 47.81 meV
mean x at 0 K, first-order curved = 46.67 meV
mean x at 0 K, full triangle = 46.74 meV
mean x at 300 K, full triangle = 47.18 meV
mean x at 378 K, full triangle = 47.58 meV
current gain 300 K, triangle = 1.722
current gain 378 K, triangle = 2.527
optical permittivity = 2.1
image lowering = 0.641 eV
width d with image = 47.23 meV
mean x with image, 0 K = 46.22 meV
current factor from image = 18.90
mean x, exact matching, 0 K = 46.77 meV
current factor, matching = 1.998
band gap for two-band test = 8.0 eV
two-band width d2 = 60.48 meV
two-band mean x, 0 K = 43.76 meV
two-band mean x/d2, full = 0.7235
two-band mean x/d2, leading order = 0.7346
two-band mean x/d2 at field/10 = 0.7334
trapped sheet at mid-film = 1.0e+12 1/cm2
static permittivity = 2.7
cathode field drop from sheet = 0.335 MV/cm
relative change of d from sheet = -0.0558
rough breakdown field = 8.0 MV/cm
field/breakdown field = 0.75
distance d/F after exit = 0.0797 nm
all good
```
